\section*{Axial Contraction of a Circular Nanowire under Isotropic Surface Stress, part 1}

(Sections cited here and not found follow in the second part.)

\section{The strain of a free wire}

\subsection{A length that has to be chosen}

A calculation of the tensile response of a nanowire can model one short segment and repeat it periodically along the axis. Before the first load step, the length of that segment has to be chosen. If it is copied from the bulk crystal, the wire is held longer or shorter than it would be by itself, and the stress--strain curve does not start at zero stress. The correct starting length is that of a wire on which no axial force acts. It differs from the bulk length because the surface of a solid carries a stress of its own, which the interior must balance.

For a long, solid, circular wire of radius $R$, made of an isotropic linear elastic material with Young's modulus $E$ and Poisson ratio $\nu$, the strain of the free wire is
\begin{equation}
\varepsilon_z^{0}=-\frac{2f(1-\nu)}{ER}.
\label{eq:result}
\end{equation}
Here $f$ is the surface stress, a force per unit length, taken as constant and equal in all directions within the surface. Tensile stress and extension are positive. A tensile surface stress, $f>0$, therefore shortens the wire. The strain is measured from the state that the same body would have with $f=0$, which for a crystal is the bulk crystal at the same temperature. The derivation assumes small strains, a straight wire with no external load, and a position far from the ends.

\subsection{Surface stress as a tension}

Let a patch of surface have area $A_0$ before straining, and let its excess energy be $A_0\Gamma(\varepsilon_1,\varepsilon_2)$, where $\varepsilon_1$ and $\varepsilon_2$ are the strains along two perpendicular directions in the surface. For an isotropic surface the two derivatives of $\Gamma$ at zero strain are equal, and their common value is the surface stress:
\begin{equation}
f=\left.\frac{\partial\Gamma}{\partial\varepsilon_1}\right|_{0}
 =\left.\frac{\partial\Gamma}{\partial\varepsilon_2}\right|_{0}.
\label{eq:fdef}
\end{equation}
To first order, straining the patch changes its energy per unit area by
\begin{equation}
\Delta\Gamma=f(\varepsilon_1+\varepsilon_2).
\label{eq:work}
\end{equation}

This quantity must be kept apart from the surface energy $\gamma$, the excess energy per unit of actual area. The actual area of the patch is $A_0(1+\varepsilon_1)(1+\varepsilon_2)$, so that $\Gamma=\gamma(1+\varepsilon_1)(1+\varepsilon_2)$. Differentiation with respect to $\varepsilon_1$ at zero strain gives
\begin{equation}
f=\gamma+\left.\frac{\partial\gamma}{\partial\varepsilon_1}\right|_{0}.
\label{eq:shuttleworth}
\end{equation}
In a liquid, new surface is supplied by molecules from the interior, $\gamma$ does not depend on the stretching, and $f=\gamma$. In a solid that is strained elastically, the number of surface atoms stays fixed and their spacing changes. The second term then remains, and $f$ may be larger or smaller than $\gamma$, or negative. Equation \eqref{eq:result} contains $f$; inserting $\gamma$ in its place is justified when the second term of Eq.~\eqref{eq:shuttleworth} is negligible.

Equation \eqref{eq:work} also shows that $f$ acts as a tension. Take a rectangle of surface with sides $a$ and $b$, and stretch it by $\varepsilon_1$ along $a$. If a force $T$ per unit length acts on the two edges of length $b$, it does the work $(Tb)(a\varepsilon_1)$. Equation \eqref{eq:work} gives the work as $ab\,f\varepsilon_1$, and so $T=f$. The side of the wire is therefore equivalent to a thin skin that pulls with the force $f$ per unit length both along the wire and around it.

\subsection{The pressure from the curved skin}

The tension around the wire squeezes the interior. Consider a strip of skin of axial length $\ell$ that subtends a small angle $d\theta$ at the axis. The neighbouring skin pulls on each of its two axial edges with a force $f\ell$. These two forces are tangential, and each is inclined by $d\theta/2$ towards the axis. Their inward resultant is
\begin{equation}
2f\ell\sin\frac{d\theta}{2}=f\ell\,d\theta ,
\end{equation}
to first order in $d\theta$. The axial tensions on the other two edges are opposite and cancel.

The interior acts on the inner face of the strip, whose area is $R\,d\theta\,\ell$. The outward normal of the strip on that face points towards the axis, so the radial force on the strip is $-\sigma_{rr}(R)R\,d\theta\,\ell$, counted positive outwards. The strip is in equilibrium when
\begin{equation}
-f\ell\,d\theta-\sigma_{rr}(R)\,R\,\ell\,d\theta=0,
\end{equation}
which gives
\begin{equation}
\sigma_{rr}(R)=-\frac{f}{R}.
\label{eq:bc}
\end{equation}
The negative sign means compression for $f>0$. Because $f$ is constant along the surface, the tangential forces on the strip balance by themselves, and the skin exerts no shear traction on the interior.

\subsection{The stress inside}

Equation \eqref{eq:bc} fixes the radial stress at the surface. The stress inside follows from equilibrium. Far from the ends, each cross-section is a mirror plane of the wire, so it remains plane, and all sections are equivalent. The axial strain $\varepsilon_z$ is then the same everywhere. Every plane through the axis is also a mirror plane, which excludes a displacement around the axis. With rotational symmetry, the remaining displacement is a radial one, $u(r)$, with strains
\begin{equation}
\varepsilon_r=\frac{du}{dr},\qquad \varepsilon_\theta=\frac{u}{r}.
\end{equation}
With the Lam\'e constants $\lambda$ and $\mu$, Hooke's law reads
\begin{align}
\sigma_{rr}&=\lambda(\varepsilon_r+\varepsilon_\theta+\varepsilon_z)+2\mu\varepsilon_r,\label{eq:hr}\\
\sigma_{\theta\theta}&=\lambda(\varepsilon_r+\varepsilon_\theta+\varepsilon_z)+2\mu\varepsilon_\theta.\label{eq:ht}
\end{align}
Radial equilibrium requires
\begin{equation}
\frac{d\sigma_{rr}}{dr}+\frac{\sigma_{rr}-\sigma_{\theta\theta}}{r}=0.
\label{eq:eq}
\end{equation}
Insert Eqs.~\eqref{eq:hr} and \eqref{eq:ht}. The constant $\varepsilon_z$ drops out on differentiation, and there remains
\begin{equation}
\lambda\frac{d}{dr}\!\left(\frac{du}{dr}+\frac ur\right)
+2\mu\left(\frac{d^2u}{dr^2}+\frac1r\frac{du}{dr}-\frac{u}{r^2}\right)=0 .
\end{equation}
The second bracket equals the derivative in the first term, because $d(u/r)/dr=(1/r)\,du/dr-u/r^2$. Hence
\begin{equation}
(\lambda+2\mu)\frac{d}{dr}\!\left[\frac1r\frac{d(ru)}{dr}\right]=0 .
\end{equation}
The square bracket is a constant, which is called $2A$. Then $d(ru)/dr=2Ar$, and one more integration gives $ru=Ar^2+B$, or
\begin{equation}
u=Ar+\frac Br .
\end{equation}
The displacement on the axis of a solid wire must be finite, so $B=0$. It follows that $\varepsilon_r=\varepsilon_\theta=A$, and Eqs.~\eqref{eq:hr} and \eqref{eq:ht} make the two transverse stresses equal and uniform. Their value is set by Eq.~\eqref{eq:bc}:
\begin{equation}
\sigma_{rr}=\sigma_{\theta\theta}=-\frac fR .
\label{eq:trans}
\end{equation}
In a hollow wire $B$ need not vanish, the inner surface adds its own tension, and the result is different.

The axial stress is also uniform, since all three strains are. Cut the wire at a cross-section far from the ends and consider one of the two parts. No external force acts on it, so the total force through the cut vanishes. The interior transmits $\pi R^2\sigma_{zz}$, and the skin transmits $f$ per unit length over the circumference $2\pi R$:
\begin{equation}
\pi R^2\sigma_{zz}+2\pi Rf=0,
\qquad\text{so}\qquad
\sigma_{zz}=-\frac{2f}{R}.
\label{eq:axial}
\end{equation}
This balance does not involve the shape of the end. The axial compression is twice the transverse one. The factor is geometrical: the axial balance compares a circumference with the area of a disk, whereas the hoop balance compares two lines of length $\ell$ with a rectangle of area $2R\ell$.

\subsection{From stress to strain}

Hooke's law for the axial strain is
\begin{equation}
\varepsilon_z=\frac1E\left[\sigma_{zz}-\nu(\sigma_{rr}+\sigma_{\theta\theta})\right].
\label{eq:hookez}
\end{equation}
With Eqs.~\eqref{eq:trans} and \eqref{eq:axial},
\begin{equation}
\varepsilon_z=\frac1E\left[-\frac{2f}{R}-\nu\left(-\frac{2f}{R}\right)\right]
=-\frac{2f}{ER}+\frac{2\nu f}{ER}
=-\frac{2f(1-\nu)}{ER},
\label{eq:split}
\end{equation}
which is Eq.~\eqref{eq:result}. The first term is the shortening due to the axial tension of the skin. The second has the opposite sign for $\nu>0$: the hoop tension squeezes the wire from the side, and a material squeezed from the side extends along its axis. Leaving out the transverse compression would give $2f/(ER)$, which is too large by the factor $1/(1-\nu)$.

The radial strain follows in the same way:
\begin{equation}
\varepsilon_r=\frac1E\left[\sigma_{rr}-\nu(\sigma_{\theta\theta}+\sigma_{zz})\right]
=\frac1E\left[-\frac fR+\frac{3\nu f}{R}\right]
=-\frac{f(1-3\nu)}{ER}.
\label{eq:radial}
\end{equation}
For $f>0$ and $\nu>1/3$ the wire becomes thicker, although its skin squeezes it. The axial compression is twice as strong as the transverse one, and the bulging that it causes then outweighs the squeeze.

Two values of $\nu$ serve as checks. For $\nu=0$ the directions are uncoupled, and the strains are $-2f/(ER)$ along the wire and $-f/(ER)$ across it. For $\nu\to1/2$ the material is incompressible. The strains become $-f/(ER)$ and $+f/(2ER)$, and the volume strain $\varepsilon_z+2\varepsilon_r$ vanishes, as it must. A stable isotropic solid has $-1<\nu<1/2$, so $1-\nu$ is positive and the sign of the axial strain is set by the sign of $f$.

\subsection{The same result from the energy}

The free wire also minimizes the sum of bulk elastic energy and surface work. For uniform strains $\varepsilon_z$ and $\varepsilon_r=\varepsilon_\theta$, the surface area per unit volume is $2\pi R\ell/(\pi R^2\ell)=2/R$. With Eq.~\eqref{eq:work}, the energy per unit volume is
\begin{equation}
\Phi=\frac\lambda2(\varepsilon_z+2\varepsilon_r)^2+\mu(\varepsilon_z^2+2\varepsilon_r^2)
+\frac{2f}{R}(\varepsilon_z+\varepsilon_r).
\label{eq:phi}
\end{equation}
Setting the derivatives with respect to $\varepsilon_z$ and $\varepsilon_r$ to zero, and halving the second equation, gives
\begin{align}
\lambda(\varepsilon_z+2\varepsilon_r)+2\mu\varepsilon_z&=-\frac{2f}{R},\label{eq:ea}\\
\lambda(\varepsilon_z+2\varepsilon_r)+2\mu\varepsilon_r&=-\frac{f}{R}.\label{eq:eb}
\end{align}
The left-hand sides are $\sigma_{zz}$ and $\sigma_{rr}$, so the minimum reproduces both force balances. To solve for the strains, add twice Eq.~\eqref{eq:eb} to Eq.~\eqref{eq:ea}, and separately subtract Eq.~\eqref{eq:eb} from Eq.~\eqref{eq:ea}:
\begin{equation}
\varepsilon_z+2\varepsilon_r=-\frac{4f}{(3\lambda+2\mu)R},
\qquad
\varepsilon_z-\varepsilon_r=-\frac{f}{2\mu R}.
\end{equation}
Now use $3\lambda+2\mu=E/(1-2\nu)$ and $2\mu=E/(1+\nu)$. The axial strain is one third of the first combination plus two thirds of the second:
\begin{equation}
\varepsilon_z=-\frac{f}{3ER}\left[4(1-2\nu)+2(1+\nu)\right]
=-\frac{f}{3ER}(6-6\nu),
\end{equation}
which again is Eq.~\eqref{eq:result}.

\subsection{A wire held at a prescribed length}

The choice of segment length can now be given a cost. Let the axial strain be held at a value $\varepsilon$ while the side remains free. The transverse stresses keep the value of Eq.~\eqref{eq:trans}, because the hoop balance does not involve the axial force. Equation \eqref{eq:hookez}, solved for the axial stress, gives $\sigma_{zz}=E\varepsilon-2\nu f/R$. The total force $F$ through a section includes the skin, and divided by the area $\pi R^2$ it is
\begin{equation}
\frac{F}{\pi R^2}=\sigma_{zz}+\frac{2f}{R}
=E\varepsilon+\frac{2f(1-\nu)}{R}
=E(\varepsilon-\varepsilon_z^{0}).
\label{eq:held}
\end{equation}
Within linear elasticity, constant surface stress shifts the origin of the stress--strain line and leaves its slope equal to $E$. In a real crystal the interior of the free wire is already strained, and nonlinear elasticity then changes the slope; for a gold wire of radius 10~nm the change is roughly one to five percent, up or down depending on the crystal axis. A segment kept at the bulk length has $\varepsilon=0$ and carries the apparent tensile stress $2f(1-\nu)/R$, although nobody has pulled on it.

\section{Numbers, ends and departures from the model}

For a long isotropic wire with constant surface stress, force balance and energy minimization give the same free axial strain, which also fixes the apparent stress in a wire held at a prescribed length. What remains is to put in numbers for a gold-like wire, to treat the ends, and to estimate the effects of unequal surface stresses, crystal anisotropy and smaller corrections.
